# How a bare substrate's ellipsometric ratio leaves its normal-incidence value

**Q.** An ellipsometer compares the reflection of two polarizations. At normal incidence an isotropic surface cannot tell them apart, so there is nothing to measure. Tilt the beam slightly and a difference must appear. How fast does it grow, and which property of the substrate sets the rate?

**A.** We first need the two reflection coefficients with their signs fixed. Let a plane wave in a transparent ambient meet a flat, homogeneous, isotropic, non-magnetic substrate that fills the half-space $z>0$. The angle of incidence is $\theta$, and the plane of incidence is $xz$. I write $c=\cos\theta$ and $s=\sin\theta$.

Let $N$ be the complex substrate index divided by the ambient index. With the time factor $e^{+i\omega t}$, an absorbing substrate has $N=n-ik$ with $k\ge 0$. Wave vectors are measured in units of the ambient wave number:

$$\mathbf k_i=(s,0,c),\quad \mathbf k_r=(s,0,-c),\quad \mathbf k_t=(s,0,q),\quad q=\sqrt{N^2-s^2}.$$

The $x$ component is common to all three because the fields must match at every $x$. The transmitted wave varies as $e^{-iqz}$, so the root is the one for which it decays or, without loss, travels inward.

The s polarization has its electric field along $\hat y$. For p, I take the unit vector $\hat y\times\hat k$, which gives $(c,0,-s)$ for the incident wave, $(-c,0,-s)$ for the reflected wave and $(q,0,-s)/N$ for the transmitted wave. The ellipsometric ratio is $\rho=r_p/r_s$.

**Q.** Derive the coefficients, please. I don't want to take a sign on trust.

**A.** In a non-magnetic medium $\mathbf H$ is proportional to $\mathbf k\times\mathbf E$, with the same constant on both sides. For s, $-H_x$ is therefore proportional to $k_zE_y$. Continuity of $E_y$ and $H_x$ gives

$$1+r_s=t_s,\qquad c(1-r_s)=q\,t_s .$$

For p, $\mathbf k\times(\hat y\times\mathbf k)=\hat y\,k^2$, so $H_y$ has amplitude 1 in the incident and reflected unit waves and $N^2/N=N$ in the transmitted one. Continuity of $E_x$ and $H_y$ gives

$$c(1-r_p)=\frac{q}{N}t_p,\qquad 1+r_p=N\,t_p .$$

Eliminating $t_s$ and $t_p$ leaves two equations of the same shape, $c(1-r_s)=Y(1+r_s)$ and $c(1-r_p)=Z(1+r_p)$, so

$$r_s=\frac{c-Y}{c+Y},\quad r_p=\frac{c-Z}{c+Z},\qquad Y=q,\quad Z=\frac{q}{N^2}.$$

Here $Y$ is the ratio $-H_x/E_y$ just inside the surface for s, and $Z$ is $E_x/H_y$ for p.

At $\theta=0$ we have $Y=N$ and $Z=1/N$. Hence $r_p=r_0$ and $r_s=-r_0$, with $r_0=(N-1)/(N+1)$, and the starting value is $\rho(0)=-1$. The minus sign is geometrical: at normal incidence the reflected p vector points opposite to the incident one. Reversing that vector would change the sign of $\rho$ at every angle and leave the physics unchanged. We need $N\ne1$, since otherwise nothing is reflected and $\rho$ is undefined.

**Q.** Why should there be no term linear in $\theta$? A small tilt is a first-order change.

**A.** Tilting by $+\theta$ or $-\theta$ gives mirror-image experiments on an isotropic surface. The formulas show this directly: $\theta$ enters through $\cos\theta$ and $\sin^2\theta$, both even. For $N\neq0$ the root $q$ is a smooth function of $s^2$ near $s=0$, so $\rho$ has a power series in $\theta^2$. Symmetry removes the linear term, but it does not give the size of the quadratic one.

**Q.** That size should be messy. Each coefficient contains $N$ in several places.

**A.** Take the coefficients one at a time. Put $r=(x-1)/(x+1)$ with $x=c/Y$ for s and $x=c/Z$ for p. Both are a constant times $c/q$, so they share the same relative change. To second order $c\approx1-\theta^2/2$ and $q\approx N[1-\theta^2/(2N^2)]$, which gives

$$\frac{\delta x}{x}=-\frac{\theta^2}{2}+\frac{\theta^2}{2N^2}=-\frac{\theta^2}{2}\,\frac{N^2-1}{N^2}.$$

The response of $r$ follows from

$$\frac{d\ln r}{dx}=\frac1{x-1}-\frac1{x+1}=\frac{2}{x^2-1},\qquad \delta\ln r=\frac{2x}{x^2-1}\,\frac{\delta x}{x}.$$

For s, $x=1/N$ at normal incidence and $2x/(x^2-1)=-2N/(N^2-1)$. For p, $x=N$ and the factor is $+2N/(N^2-1)$. In both cases $N^2-1$ cancels:

$$r_s\approx-r_0\left(1+\frac{\theta^2}{N}\right),\qquad r_p\approx r_0\left(1-\frac{\theta^2}{N}\right).$$

A weak optical contrast makes $x$ change little, but it also makes $r$ small and therefore sensitive in relative terms. The two effects compensate. Dividing,

$$\boxed{\rho=-\frac{1-\theta^2/N}{1+\theta^2/N}+O(\theta^4)=-1+\frac{2\theta^2}{N}+O(\theta^4)}$$

with $\theta$ in radians. The departure is quadratic and its coefficient is $2/N$, inversely proportional to the complex index. Half of it comes from each polarization.

**Q.** You have dropped terms. How large are they?

**A.** The ratio can be put in closed form. Multiply out

$$\rho=\frac{(c-Z)(c+Y)}{(c+Z)(c-Y)}.$$

The numerator is $c(Y-Z)-(YZ-c^2)$, and the denominator is $-[c(Y-Z)+(YZ-c^2)]$. Therefore

$$\rho=-\frac{1-T}{1+T},\qquad T=\frac{YZ-c^2}{c\,(Y-Z)} .$$

For the bare substrate,

$$YZ-c^2=\frac{N^2-s^2}{N^2}-1+s^2=s^2\left(1-\frac1{N^2}\right),\quad Y-Z=q\left(1-\frac1{N^2}\right).$$

The common factor cancels, and

$$T=\frac{\sin\theta\tan\theta}{\sqrt{N^2-\sin^2\theta}} .$$

This holds at any angle below grazing. To obtain the next order, use $s^2\approx\theta^2-\theta^4/3$, $1/c\approx1+\theta^2/2$ and $1/q\approx(1/N)[1+\theta^2/(2N^2)]$:

$$T\approx\frac{\theta^2}{N}\left[1+\theta^2\left(\frac16+\frac1{2N^2}\right)\right].$$

Since $1+\rho=2T/(1+T)\approx2T-2T^2$,

$$1+\rho\approx\frac{2\theta^2}{N}+\theta^4\left(\frac1{3N}-\frac2{N^2}+\frac1{N^3}\right).$$

Dividing the second term by the first, the quadratic law has a relative error of about $\theta^2\,|1/6-1/N+1/(2N^2)|$. This is small if $\theta\ll1$ and $\theta\ll|N|$.

**Q.** The second condition looks decorative. What happens if $|N|$ is tiny?

**A.** The power law itself changes. Suppose $|N|\ll\theta\ll1$. Then $q\approx-i\sin\theta$, the decaying root, and $T\approx i\tan\theta$. This gives $1+\rho\approx2i\theta$, which is linear. The quadratic region still exists, but it has shrunk to angles well below $|N|$.

In the opposite limit, $|N|\to\infty$ at fixed $\theta$, $T$ tends to zero and $\rho$ stays at $-1$. Here $Y\to\infty$ and $Z\to0$, so $r_s\to-1$ and $r_p\to+1$: the surface becomes an almost perfect reflector for both polarizations, and their ratio no longer depends on the tilt.

**Q.** An instrument reports two angles, not a complex number. What does it show?

**A.** They are defined by $\rho=\tan\Psi\,e^{i\Delta}$. At normal incidence $\Psi=45^\circ$ and $\Delta=180^\circ$. Taking the logarithm of $-\rho$ separates them:

$$\ln\tan\Psi+i(\Delta-\pi)=\ln\frac{1-T}{1+T}=-2T+O(T^3)\approx-\frac{2\theta^2}{N}.$$

Now $1/N=(n+ik)/|N|^2$. Near $45^\circ$, $\ln\tan(\pi/4-u)\approx-2u$. Equating real and imaginary parts gives

$$\Psi\approx\frac\pi4-\frac{n\,\theta^2}{|N|^2},\qquad \Delta\approx\pi-\frac{2k\,\theta^2}{|N|^2}.$$

The real part of the index moves $\Psi$ and the absorptive part moves $\Delta$, each divided by $|N|^2$.

**Q.** Put in materials.

**A.** Take silicon and gold in air at 633 nm (1.96 eV), with rough typical indices $3.9-0.02i$ and $0.2-3.4i$. For silicon $|N|^2=15.21$, so

$$\frac2N=\frac{2(3.9+0.02i)}{15.21}=0.513+0.0026i .$$

At $10^\circ$, $\theta=0.1745$ and $\theta^2=0.03046$. The law gives $1+\rho=0.01562+0.00008i$. Direct solution of the boundary conditions gives $0.01560+0.00008i$, a difference of 0.17 % relative to the latter. $\Psi$ falls by $0.03046\times3.9/15.21=0.0078$ rad, or $0.45^\circ$, to $44.55^\circ$. $\Delta$ falls by only $0.005^\circ$.

For gold $|N|^2=11.60$ and $2/N=(0.4+6.8i)/11.60=0.034+0.586i$. At the same angle $\Delta$ falls by $0.03046\times0.586=0.0179$ rad, or $1.02^\circ$, to $178.98^\circ$; the direct value is $178.97^\circ$. $\Psi$ falls by only $0.03^\circ$. The two materials have departures of similar size, $|2/N|$ being 0.51 and 0.59 per square radian, but in nearly perpendicular directions in the complex plane.

The quadratic growth is visible too. From $5^\circ$ to $10^\circ$ the real part of $1+\rho$ for silicon rises from 0.003904 to 0.015595, a factor of 3.99.

**Q.** For gold at $10^\circ$ your output lists a real part of 0.00121 against 0.00105 from the law. That is not a small error.

**A.** It is 13 % of that real part, but 0.94 % of the whole complex departure, which is almost imaginary. The gap comes mainly from the term $-2T^2$. With $T\approx i\times0.0089$, that term is $+0.00016$, which accounts for the difference. Geometrically, $\rho$ moves nearly along the unit circle, and a circle bends away from its tangent. The logarithm has no $T^2$ term, so $\Psi$ is still predicted as $44.970^\circ$, in agreement with the direct value to the digits shown.

**Q.** And at $70^\circ$ silicon is off by just 5.6 %. Does the law work there after all?

**A.** For $1+\rho$ of silicon it nearly does, but by a cancellation. At $20^\circ$ the quadratic estimate lies above the direct value, 0.0625 against 0.0621. At $70^\circ$ it lies below, 0.765 against 0.811. The two curves cross near $58^\circ$, and the error stays below 2 % up to $60^\circ$. For this index the bracket $1/6-1/N+1/(2N^2)$ is only about $-0.057$, and the $\theta^6$ term has the opposite sign to the $\theta^4$ term: at $70^\circ$ they contribute $+0.078$ and $-0.065$. These two terms are not negligible one by one; they largely offset each other, and the orders from $\theta^8$ up add $+0.033$, most of the remaining gap of $0.046$. Such agreement depends on the index and on the quantity. Real indices close to that of silicon share it (the error at $70^\circ$ is 1.7 % for $N=3.5$ and 4.7 % for $N=3.0$), but it is 15 % for $N=2.4$, 45 % for $N=1.5$ and 57 % for gold. For silicon the small-angle formula for $\Psi$ gives $23.1^\circ$ at $70^\circ$, while the direct value is $10.7^\circ$; for gold it is $\Psi$ that stays close, $43.53^\circ$ against $43.51^\circ$, while $\Delta$ is off by $22^\circ$.

**Q.** If the coefficient is $2/N$, I could measure at $10^\circ$ and read off the complex index.

**A.** In principle, yes. From the closed form, $(1+\rho)/(1-\rho)=T=\sin\theta\tan\theta/q$. Solve for $q$ and use $N^2=\sin^2\theta+q^2$:

$$N=\sin\theta\sqrt{1+\tan^2\theta\left(\frac{1-\rho}{1+\rho}\right)^2}\approx\frac{2\theta^2}{1+\rho},$$

taking the root with $n>0$. At $10^\circ$ the short form returns $3.907-0.020i$ for silicon. For gold it returns $0.229-3.387i$, where the small real part is 15 % too high although the modulus is good.

The difficulty is noise. Differentiating the short form at fixed angle,

$$\frac{\delta N}{N}\approx-\frac{\delta\rho}{1+\rho}\approx-\frac{N\,\delta\rho}{2\theta^2}.$$

A fixed error in $\rho$ is magnified as $1/\theta^2$. For silicon at $10^\circ$, an error of 0.001 gives $0.001/0.0156=6.4\,\%$ to first order; the full inversion with a shift of $+0.001$ gives 6.1 %. At $70^\circ$ the same shift costs 0.20 %. For gold the two figures are 5.6 % and 0.12 %. With the error in $\rho$ held fixed, these examples strongly favour the oblique angle.

**Q.** Silicon in air carries an oxide. Does a film destroy the quadratic law?

**A.** As long as the coated surface still reflects at normal incidence, $\rho$ starts at $-1$ with no linear term, and the film changes the coefficient of $\theta^2$. A thick film can even cancel that coefficient: about 115 nm of index 1.37 on silicon, close to a quarter wave, still reflects with $|r(0)|=0.35$, yet $1+\rho$ then starts at $\theta^4$. A thin film only shifts the coefficient. Let an isotropic film of thickness $d$ have permittivity $\varepsilon_f$ relative to the ambient, and write $\varepsilon=N^2$ and $\kappa=2\pi d/\lambda$, with $\lambda$ the wavelength in the ambient. Inside the film $q_f^2=\varepsilon_f-s^2$. Measure $z$ in units of $\lambda/2\pi$ and let $V=-H_x$. For s waves in either direction,

$$E_y'=-iV,\qquad V'=-iq_f^2E_y .$$

For p waves,

$$H_y'=-i\varepsilon_fE_x,\qquad E_x'=-i\frac{q_f^2}{\varepsilon_f}H_y .$$

Step back from the substrate to the top of the film, to first order in $\kappa$. The ratios seen by the ambient become

$$Y=\frac{q+i\kappa q_f^2}{1+i\kappa q}\approx q+i\kappa(\varepsilon_f-\varepsilon),$$

$$Z=\frac{q/\varepsilon+i\kappa q_f^2/\varepsilon_f}{1+i\kappa\varepsilon_f q/\varepsilon}\approx\frac q\varepsilon+i\kappa\left(\frac{q_f^2}{\varepsilon_f}-\frac{\varepsilon_fq^2}{\varepsilon^2}\right).$$

The closed form in $Y$ and $Z$ still applies. In the product $YZ$, the parts of the film term that do not contain $s^2$ cancel:

$$YZ-c^2\approx s^2\left[1-\frac1\varepsilon+i\kappa N\left(\frac{\varepsilon_f}{\varepsilon^2}-\frac1{\varepsilon_f}\right)\right],$$

where $q\approx N$ was used in the small term. Thus $T$ still starts at $\theta^2$. In the denominator we may set $\theta=0$:

$$Y-Z\approx N\left(1-\frac1\varepsilon\right)+i\kappa(\varepsilon_f-\varepsilon)\left(1+\frac1\varepsilon\right).$$

Divide and keep first order in $\kappa$. The relative change of $T$ is

$$\frac{i\kappa N(\varepsilon_f-\varepsilon)}{\varepsilon(\varepsilon-1)}\left[\frac{\varepsilon_f+\varepsilon}{\varepsilon_f}-(\varepsilon+1)\right]
=i\kappa N\frac{(\varepsilon-\varepsilon_f)(\varepsilon_f-1)}{\varepsilon_f(\varepsilon-1)},$$

because the square bracket equals $\varepsilon(1-\varepsilon_f)/\varepsilon_f$. The coefficient of $\theta^2$ in $1+\rho$ is therefore

$$\frac2N+2i\kappa\,\frac{(\varepsilon-\varepsilon_f)(\varepsilon_f-1)}{\varepsilon_f(\varepsilon-1)} .$$

For 2 nm of oxide with index 1.46, $\kappa=0.0199$ and $\varepsilon_f=2.13$. Neglecting the small absorption in $\varepsilon$, the fraction is $13.1\times1.13/(2.13\times14.2)=0.49$, so the film adds $0.0194i$. The total, $0.513+0.022i$, agrees with the direct solution for the film-covered surface. The film term is first order in $\kappa$, and how thin the film must be depends on the indices: for oxide on silicon the term is good to about 1 % up to 30 nm, but for a film of index 2.0 on glass of index 1.5 it is 9 % off at 2 nm and about 40 % off at 10 nm.

**Q.** An imaginary addition looks like absorption.

**A.** That is how a bare-substrate analysis misreads it. The transparent oxide changes the apparent index at $10^\circ$ from $3.90-0.02i$ to $3.89-0.17i$. The real part barely moves, while the apparent $k$ grows about eightfold.

**Q.** How close is all this to a real wafer or a real gold surface?

**A.** The indices are rough typical values, and that of a gold film depends on how it was deposited. A native oxide on silicon is of the order of 1 to 2 nm thick, so the bare surface is the assumption that real samples break first. At $10^\circ$, relative to the bare $|1+\rho|$, the oxide changes the departure by 3.8 %. A rough layer of 1 nm, modelled as a Bruggeman mixture with half void, changes it by 2.2 %, and a temperature step of 10 K by about 0.1 %. For gold, 1 nm of contamination with index 1.5 gives 2.1 % and the same roughness model 3.4 %. These roughness figures depend on the mixing rule: Maxwell Garnett, Looyenga and linear averaging give between 1.7 and 2.2 % for silicon and between 2.0 and 4.2 % for gold. An angle offset of $0.1^\circ$ gives 2 % for both, as $2\,\delta\theta/\theta$ requires. Averaging $\rho$ over two directions at $\pm1^\circ$ within the plane of incidence adds about 1 %, the ratio of $1^\circ$ squared to $10^\circ$ squared. With these indices each of these except the temperature step exceeds the error of the quadratic law itself, although for gold the in-plane spread and that error are about equal, both near 1 %. That 1 % is not the effect of a round beam: two directions at $\pm1^\circ$ out of the plane, whose own planes of incidence are rotated, subtract about 1 %, and an average over a ring of directions $1^\circ$ around the beam axis changes the departure by about 0.03 % or less. The semi-infinite assumption is safer: the intensity penetration depth is about 2.5 µm in silicon, far less than a wafer's thickness, and 15 nm in gold, so a gold film must be at least five times thicker than that: on glass, 45 nm of gold still changes $1+\rho$ at $10^\circ$ by 8 %, 75 nm by 1 % and 100 nm by 0.2 %. The numerical output gives the values at the other angles.

**Q.** And if the substrate is a crystal with different indices along $x$ and $y$?

**A.** Then the starting point moves. Let the principal axes of the permittivity lie along $x$, $y$ and $z$. At normal incidence the p field lies along $x$ and meets $N_x$, while the s field meets $N_y$, so

$$\rho(0)=-\frac{(N_x-1)(N_y+1)}{(N_x+1)(N_y-1)},$$

which differs from $-1$ when $N_x\ne N_y$. On a surface that reflects at normal incidence, a ratio that does not approach $-1$ as the beam approaches the normal therefore signals in-plane anisotropy or an instrumental error. It cannot come from a bare, flat, isotropic substrate with $N\ne1$. The exception is an antireflection coating: where $r(0)=0$, both coefficients start at order $\theta^2$ and their ratio tends to another value, about $-0.07+1.00i$ for a quarter-wave film of index $\sqrt N$ on a lossless $N=3.9$. Close to that condition $-1$ is reached only at very small angles.

## Computed values

```
wavelength 633 nm, photon energy 1.959 eV
assumed error of rho 0.001; roughness 1.0 nm
angle offset 0.1 deg; in-plane spread +/-1.0 deg
silicon: N (rough) = 3.90-0.02j, r0 = 0.5918-0.0017j
  2/N = 0.51281+0.00263j per rad^2
  c4 = -0.02916-0.00065j per rad^4
  intensity penetration depth 2518.6 nm
  5 deg: 1+rho 0.003904+0.000020j, quadratic 0.003905+0.000020j, error 0.04 %
    Psi 44.888 (quadratic 44.888) deg, Delta 179.9989 (179.9989) deg
  10 deg: 1+rho 0.015595+0.000080j, quadratic 0.015621+0.000080j, error 0.17 %
    Psi 44.550 (quadratic 44.552) deg, Delta 179.9954 (179.9954) deg
  20 deg: 1+rho 0.062094+0.000311j, quadratic 0.062484+0.000320j, error 0.63 %
    Psi 43.165 (quadratic 43.210) deg, Delta 179.9810 (179.9816) deg
  70 deg: 1+rho 0.810995+0.002625j, quadratic 0.765429+0.003925j, error 5.62 %
    Psi 10.704 (quadratic 23.072) deg, Delta 179.2043 (179.7751) deg
  N from 2 theta^2/(1+rho) at 10 deg: 3.9066-0.0199j
  index error from rho error: 6.06 % at 10 deg, 0.20 % at 70 deg
  film 2.0 nm, index 1.46: coefficient 0.51285+0.02203j per rad^2
  apparent N with film at 10 deg: 3.8926-0.1671j
  change of 1+rho: film 3.76 %, roughness 2.16 %
  change of 1+rho: offset 2.01 %, spread 0.99 %
  rough dn/dT 4.0e-04 per K, step 10 K: change 0.102 %
gold: N (rough) = 0.20-3.40j, r0 = 0.8154-0.5231j
  2/N = 0.03448+0.58621j per rad^2
  c4 = 0.17253+0.05257j per rad^4
  intensity penetration depth 14.8 nm
  5 deg: 1+rho 0.000273+0.004467j, quadratic 0.000263+0.004464j, error 0.23 %
    Psi 44.992 (quadratic 44.992) deg, Delta 179.7440 (179.7442) deg
  10 deg: 1+rho 0.001212+0.017906j, quadratic 0.001050+0.017857j, error 0.94 %
    Psi 44.970 (quadratic 44.970) deg, Delta 178.9729 (178.9769) deg
  20 deg: 1+rho 0.006836+0.072213j, quadratic 0.004202+0.071428j, error 3.79 %
    Psi 44.879 (quadratic 44.880) deg, Delta 175.8413 (175.9075) deg
  70 deg: 1+rho 0.711411+0.904350j, quadratic 0.051470+0.874987j, error 57.41 %
    Psi 43.510 (quadratic 43.525) deg, Delta 107.6985 (129.8669) deg
  N from 2 theta^2/(1+rho) at 10 deg: 0.2292-3.3869j
  index error from rho error: 5.56 % at 10 deg, 0.12 % at 70 deg
  film 1.0 nm, index 1.50: coefficient 0.03460+0.59833j per rad^2
  apparent N with film at 10 deg: 0.1927-3.3314j
  change of 1+rho: film 2.06 %, roughness 3.41 %
  change of 1+rho: offset 2.02 %, spread 1.02 %
```
